# Breakdown-voltage loss from charge imbalance in a superjunction at fixed peak field

## A uniformly charged layer

Take two plane contacts a distance $L$ apart. The contact at $y=0$ has potential $0$ and the one at $y=L$ has potential $V>0$. The layer between them has permittivity $\varepsilon$ and a small uniform charge density $\bar\rho$. Let $F=d\phi/dy$, which is positive under reverse bias; the electric field component is $E_y=-F$. Poisson's equation $\phi''=-\bar\rho/\varepsilon$ gives

$$F(y)=F(0)-\frac{\bar\rho}{\varepsilon}y,\qquad V=\int_0^L F\,dy=F(0)L-\frac{\bar\rho L^2}{2\varepsilon}.$$

For $\bar\rho>0$ the largest field is $F(0)$. If breakdown occurs when the largest field reaches a fixed value $E_{pk}$, the neutral layer holds $E_{pk}L$ and the charged one holds $\bar\rho L^2/(2\varepsilon)$ less. For $\bar\rho<0$ the largest field is $F(L)=F(0)+|\bar\rho|L/\varepsilon$. Substituting $F(0)=F(L)-|\bar\rho|L/\varepsilon$ gives

$$V=F(L)L-\frac{|\bar\rho|L^2}{\varepsilon}+\frac{|\bar\rho|L^2}{2\varepsilon}=F(L)L-\frac{|\bar\rho|L^2}{2\varepsilon},$$

so the loss is the same for either sign.

The two powers of $L$ have separate origins. The charge lowers the field at the far contact by $|\bar\rho|L/\varepsilon$, and the mean reduction, half of this, acts over the length $L$. A superjunction adds large alternating charges to this picture. It must be shown what they do to the peak field.

## The superjunction and its mean field

The n and p pillars have equal width $w$ and run parallel to $y$. An n pillar is centred at $x=0$ and a p pillar at $x=w$, with the junction at $x=w/2$; the pattern has period $2w$. The p+ contact is at $y=0$ and the n+ contact at $y=L$. Both are treated as equipotential planes. Built-in potentials and carrier tails are neglected, and the pillars are fully depleted, a condition made precise below.

With donor density $N_D$, acceptor density $N_A$ and elementary charge $q$, the charge density is $qN_D$ in the n pillars and $-qN_A$ in the p pillars. Let $N$ be the common doping of the balanced device and define

$$\delta=\frac{N_D-N_A}{N},\qquad \bar\rho=\frac{q(N_D-N_A)}{2}=\frac{qN\delta}{2}.$$

The factor $1/2$ arises because each pillar fills half of the period.

The planes $x=0$ and $x=w$ are mirror planes, so $\partial_x\phi=0$ on them. Write $F=\partial_y\phi$ and let $\bar F(y)$ be its average over $0<x<w$. Averaging Poisson's equation gives

$$\frac{d\bar F}{dy}=\frac1w\int_0^w\left(-\frac{\rho}{\varepsilon}-\partial_x^2\phi\right)dx=-\frac{\bar\rho}{\varepsilon}-\frac{[\partial_x\phi]_0^w}{w}=-\frac{\bar\rho}{\varepsilon}.$$

Every vertical line joins the same two potentials, so $\int_0^L F\,dy=V$ for each $x$, and hence $\int_0^L\bar F\,dy=V$. The calculation for the uniform layer therefore applies to the mean field:

$$V=\bar F_{max}L-\frac{|\bar\rho|L^2}{2\varepsilon}. \tag{1}$$

The maximum $\bar F_{max}$ lies at the p+ contact for donor excess and at the n+ contact for acceptor excess.

## The local field at the contacts

The breakdown criterion concerns the local field, so the alternating part is needed. Write $\rho=\bar\rho+\rho_0 s(x)$, with $s=+1$ in n and $s=-1$ in p pillars. Matching $\bar\rho+\rho_0=qN_D$ and $\bar\rho-\rho_0=-qN_A$ gives

$$\rho_0=\frac{q(N_D+N_A)}{2}.$$

The square wave has the cosine series

$$s(x)=\sum_{j=0}^{\infty}\frac{4(-1)^j}{\pi m}\cos k_mx,\qquad m=2j+1,\quad k_m=\frac{m\pi}{w},$$

because its coefficients are $(2/w)\int_0^w s\cos k_mx\,dx=4\sin(m\pi/2)/(wk_m)$.

Split the potential as $\phi=\bar\phi(y)+\psi(x,y)$. The mean part carries the applied voltage, so $\psi=0$ on both contacts. With $\psi=\sum\psi_m(y)\cos k_mx$ and $\rho_m=4(-1)^j\rho_0/(\pi m)$, each mode obeys $\psi_m''-k_m^2\psi_m=-\rho_m/\varepsilon$. The solution that vanishes at both ends is

$$\psi_m=\frac{\rho_m}{\varepsilon k_m^2}\left[1-\frac{\cosh k_m(y-L/2)}{\cosh(k_mL/2)}\right]. \tag{2}$$

Its derivative is $+(\rho_m/\varepsilon k_m)\tanh(k_mL/2)$ at $y=0$ and the negative of this at $y=L$. At the n-pillar centre on the p+ contact all cosines equal $1$. At the p-pillar centre on the n+ contact they equal $-1$, which cancels the sign of the derivative. At both points the local field therefore exceeds the mean field by

$$\kappa_L\frac{\rho_0w}{\varepsilon},\qquad \kappa_L=\frac{4}{\pi^2}\sum_{j=0}^{\infty}\frac{(-1)^j}{m^2}\tanh\frac{m\pi L}{2w}. \tag{3}$$

At the other two pillar centres on the contacts the field is lower than the mean by the same amount.

For a long device $\kappa_L$ tends to $\kappa=4G/\pi^2\simeq0.371$, where $G=\sum(-1)^j/(2j+1)^2$ is Catalan's constant. Since $1-\tanh z<2e^{-2z}$ and $\sum1/m^2=\pi^2/8$ over odd $m$,

$$|\kappa_L-\kappa|<\frac4{\pi^2}\,2e^{-\pi L/w}\,\frac{\pi^2}{8}=e^{-\pi L/w}.$$

The enhancement is an end effect: once $L$ is several times $w$, it no longer depends appreciably on $L$.

## Where the peak lies

**Position along a contact.** Consider $g=\partial_x\psi$ in the cell $0<x<w$, $0<y<L$. It vanishes on all four sides: on the contacts because $\psi$ is zero there, and on the other two by mirror symmetry. The charge drops by $2\rho_0$ at the junction, so

$$\nabla^2g=-\frac{1}{\varepsilon}\partial_x\rho=\frac{2\rho_0}{\varepsilon}\,\delta_{\rm D}(x-w/2)\ge0,$$

where $\delta_{\rm D}$ is the Dirac delta function. A function with non-negative Laplacian and zero boundary values cannot be positive inside, so $g\le0$. Moving inward from $y=0$, $g$ goes from zero to negative values, which means $\partial_yg=\partial_xF\le0$ there. At $y=L$ the sign is reversed. On the p+ contact, $F$ thus falls from the n-pillar centre to the p-pillar centre; on the n+ contact it rises. The extremes on each contact are at the pillar centres.

**Vertical field in the interior.** The charge density does not depend on $y$. Differentiating Poisson's equation with respect to $y$ gives $\nabla^2F=0$ throughout the drift region, including the junctions. The mirror planes are interior planes of the periodic structure, so the maximum and minimum of $F$ lie on the contacts:

$$F_{max}=\bar F_{max}+\kappa_L\frac{\rho_0w}{\varepsilon},\qquad F_{min}=\bar F_{min}-\kappa_L\frac{\rho_0w}{\varepsilon}. \tag{4}$$

**Condition for depletion.** If $F_{min}\ge0$, the potential rises steadily from $0$ to $V$ on every vertical line, and no pocket for carriers exists. If $F_{min}<0$, there is one. For donor excess it lies in the n pillar next to the n+ contact, where $\phi$ exceeds $V$ and electrons collect. For acceptor excess it lies in the p pillar next to the p+ contact, where $\phi$ is below $0$ and holes collect. Full depletion in this model therefore means $\bar F_{min}\ge\kappa_L\rho_0w/\varepsilon$.

**Total field.** The lateral field is also large, so $|\nabla\phi|$ must be examined. Inside one pillar $\nabla^2\phi$ is constant, hence

$$\nabla^2|\nabla\phi|^2=2\sum_{i,j}(\partial_i\partial_j\phi)^2\ge0,$$

and the maximum lies on the boundary of a pillar: a contact or a junction. On a contact the field is purely vertical and (4) applies. On a junction $\cos(m\pi/2)=0$ for odd $m$, so $F=\bar F$. The lateral field there follows from (2). All its terms have the same sign, and the bracket lies between $0$ and $1$:

$$|\partial_x\psi|\le\frac{4\rho_0w}{\pi^2\varepsilon}\sum_{m\ \rm odd}\frac1{m^2}=\frac{\rho_0w}{2\varepsilon}.$$

With $b=\rho_0w/\varepsilon$, the squared contact peak exceeds the squared junction field by at least

$$(\bar F_{max}+\kappa_Lb)^2-\bar F_{max}^2-\frac{b^2}{4}=2\kappa_Lb\bar F_{max}+\left(\kappa_L^2-\frac14\right)b^2\ge\left(3\kappa_L^2-\frac14\right)b^2.$$

The last step uses the depletion condition $\bar F_{max}\ge\bar F_{min}\ge\kappa_Lb$. The result is positive if $\kappa_L>0.289$. For $L\ge w$ the bound on $\kappa_L$ gives at least $0.371-e^{-\pi}\simeq0.328$, so the contact peak is the largest field in the device.

## The voltage loss

Setting $F_{max}=E_{pk}$ in (4) and inserting $\bar F_{max}$ into (1) gives

$$V=\left(E_{pk}-\kappa_L\frac{\rho_0w}{\varepsilon}\right)L-\frac{|\bar\rho|L^2}{2\varepsilon}. \tag{5}$$

The balanced device has $\bar\rho=0$ and $\rho_0=qN$. Subtracting (5) from its voltage gives

$$\Delta V=\frac{|\bar\rho|L^2}{2\varepsilon}+\kappa_L\frac{(\rho_0-qN)wL}{\varepsilon}. \tag{6}$$

If the imbalance is split evenly, $N_D=N(1+\delta/2)$ and $N_A=N(1-\delta/2)$, then $\rho_0=qN$ and the second term vanishes:

$$\boxed{\Delta V=\frac{qN|\delta|L^2}{4\varepsilon}} \tag{7}$$

Within the stated model this holds without expansion in $\delta$ or $w/L$, as long as the device is depleted and $L\ge w$.

If donors alone are added, $N_D=N(1+\delta)$ and $N_A=N$ with $\delta>0$, then $\rho_0-qN=qN\delta/2$. The second term of (6), divided by the first, is

$$\frac{\kappa_L\,qN\delta wL/(2\varepsilon)}{qN\delta L^2/(4\varepsilon)}=2\kappa_L\frac wL\simeq0.742\,\frac wL .$$

If the same $\delta$ comes from removing acceptors, $N_D=N$ and $N_A=N(1-\delta)$, then $\rho_0-qN=-qN\delta/2$ and the correction has the opposite sign. Adding dopant strengthens the alternating charge and the end enhancement; removing it weakens both. This effect grows as $L$, so (7) is the leading term for $L\gg w$.

For implementation, let $a=qNw/\varepsilon$ be the lateral field scale. Then $\Delta V=a|\delta|L^2/(4w)$. At fixed pillar dose $Nw$, and hence fixed $a$, halving the pillar width doubles the loss for a given relative imbalance, provided the device stays depleted. Since $N$ doubles, the largest imbalance allowed by condition (8) below is halved. For the parameters of the worked example it would fall from $0.0985$ to about $0.049$, just below the $0.05$ used there.

The depletion condition limits the use of (7). For an even split, $\bar F_{min}=E_{pk}-\kappa_La-|\bar\rho|L/\varepsilon$ must be at least $\kappa_La$, so

$$\frac{qN|\delta|L}{2\varepsilon}\le E_{pk}-2\kappa_La. \tag{8}$$

Multiplying by $L/2$ shows that the loss is at most $(E_{pk}-2\kappa_La)L/2$, which is less than half of the balanced voltage $(E_{pk}-\kappa_La)L$. If (7) returns a larger fraction, it has been applied outside its range. Beyond (8) part of a pillar is undepleted and the charge is no longer the one assumed.

## Worked example

The round model parameters are relative permittivity $10$, $w=2$ µm, $L=40$ µm, $N=4\times10^4$ µm$^{-3}$, $E_{pk}=250$ V/µm and $\delta=0.05$, split evenly. Micrometres and volts are used because atomic units are unnatural at this scale.

The doping gives $qN/\varepsilon=72.38$ V/µm$^2$, so $a=72.38\times2=144.8$ V/µm. The contact enhancement is $\kappa a=0.3712\times144.8=53.7$ V/µm. The balanced device has a mean field of $250-53.7=196.3$ V/µm and holds $7850$ V.

The imbalance tilts the mean field by $72.38\times0.05/2=1.81$ V/µm$^2$. The loss is

$$\Delta V=\frac{1.8095\times40^2}{2}\ \text{V}=1448\ \text{V}=1.448\ \text{kV},$$

or 18.4 % of the balanced voltage. The remaining voltage is $6403$ V. A 5 % doping difference costs this much because its effect accumulates over a length of twenty pillar widths.

The mean field at the far contact is $196.3-72.4=123.9$ V/µm, and the smallest local field is $123.88-53.74=70.1$ V/µm (the grid gives $70.3$ V/µm). It is positive, so the device is depleted. Condition (8) allows $|\delta|$ up to $0.0985$ at this length, or $L$ up to $78.8$ µm at this imbalance.

A two-dimensional finite-difference solution of Poisson's equation, in which the voltage is set by searching the whole field map for its peak, tests these results. It gives a loss of $1447.6$ V, as does (7). The peak lies at $(x,y)=(0,0)$ for donor excess and at $(2,40)$ µm for acceptor excess, as derived. At $L=20$, $40$ and $60$ µm the grid losses are $361.9$, $1447.6$ and $3257.1$ V, in the ratio $1:4:9$. Tests at 5 % below and 5 % above the limiting $\delta$ confirm that the potential leaves the range from $0$ to $V$ only in the second case.

The balanced grid voltage is $3$ V above the formula. This is the discretization error of the contact enhancement. Read back from the grid voltage as $(E_{pk}-V/L)/a$, $\kappa$ is $0.37071$ instead of $0.37123$, which is 0.14 % too low. The error cancels in the evenly split loss, where the alternating charge is the same in both devices.

For a one-sided change the correction is $\kappa a(\delta/2)L=53.7\times0.025\times40=53.7$ V, or 3.7 % of the loss. The grid gives $1501$ V when donors are added and $1394$ V when acceptors are removed, on either side of $1448$ V by the predicted amount.

## What changes with an ionization integral

A fixed peak field is a convenient criterion, but avalanche breakdown depends on ionization accumulated along a path. A simple model shows that (7) depends strongly on the criterion. Keep only the mean field, use one effective ionization coefficient $\alpha=CF^n$ with $n>1$, and let breakdown occur at $\int_0^L\alpha\,dy=1$. Let $F_0$ be the balanced breakdown field, so that $CF_0^nL=1$.

Write $t=\bar\rho/\varepsilon$, $u=y-L/2$ and $\bar F=F_c-tu$. The term in $u$ integrates to zero, so $V=F_cL$. The breakdown condition is

$$\frac1L\int_{-L/2}^{L/2}(F_c-tu)^n\,du=F_0^n. \tag{9}$$

For small tilt, expand to second order. The linear term vanishes by symmetry, and the mean of $u^2$ is $L^2/12$:

$$F_c^n+\frac{n(n-1)}{24}F_c^{n-2}t^2L^2\simeq F_0^n.$$

Put $F_c=F_0-\eta$. To leading order $F_c^n\simeq F_0^n-nF_0^{n-1}\eta$, and the second term may be evaluated at $F_0$. Hence

$$\eta\simeq\frac{(n-1)t^2L^2}{24F_0},\qquad \Delta V_{ion}=\eta L\simeq\frac{(n-1)t^2L^3}{24F_0}. \tag{10}$$

In this mean-field model the loss is quadratic in the imbalance and cubic in length at fixed $F_0$. Extra ionization at the high-field end is offset, to first order, by the reduction at the other end. If instead the material constant $C$ is fixed, $F_0\propto L^{-1/n}$ and the length exponent in (10) becomes $3+1/n$.

The two criteria meet for steep ionization. The $n$th root of the left side of (9) tends to the largest value of $\bar F$ as $n\to\infty$, which restores the fixed-peak condition. For finite $n$ that root cannot exceed the largest value, so $\bar F_{max}\ge F_0$, and (1) gives $\Delta V_{ion}\le|\bar\rho|L^2/(2\varepsilon)$. In this mean-field model, with the same $F_0$, the fixed-peak loss is an upper bound.

With $n=7$ and $F_0=196.3$ V/µm, an imbalance of $0.01$ costs $10.66$ V by numerical solution of (9) and $10.68$ V by (10), against $289.5$ V at fixed peak field. At $\delta=0.05$ the numerical loss is $258$ V and (10) gives $267$ V, about 3 % too high relative to the numerical value; the fixed-peak loss is $1448$ V. Within the mean-field model, the choice of criterion thus changes the answer by a factor of more than five.

The value of $258$ V is not a prediction for the two-dimensional device, because the model omits the lateral field and the contact enhancement, which is not small here. The enhancement also changes the scaling. For donor excess, consider the centre line of an n pillar: the local field is raised at the p+ contact, where the imbalance adds to it, and lowered at the n+ contact, where the imbalance subtracts. The first-order changes in ionization at the two ends then no longer cancel, and the loss acquires a term linear in $|\delta|$. For acceptor excess the same happens on the centre line of a p pillar. The quadratic law (10) therefore does not carry over to the two-dimensional device. For a design in which breakdown is set by ionization, the integral should be evaluated along the actual field lines with separate electron and hole coefficients. Equation (7) applies to a depleted device with an evenly split imbalance when the design rule is a cap on the local field; for a one-sided doping change, (6) supplies the correction. Both are derived for uniformly doped pillars of equal width with $L\ge w$, running between plane equipotential contacts. Buffer layers, curved body or trench regions, graded or unequal pillars and edge terminations can move the peak field and are not covered. The numerical output lists the values used here.

## Computed values

```
relative permittivity: 10
pillar width w: 2.0 um
drift length L: 40 um
balanced doping N: 40000 um^-3
fixed peak field E_pk: 250 V/um
imbalance delta: 0.050
grid spacing: 0.050 um
qN/eps: 72.381 V/um^2
lateral scale a = qNw/eps: 144.76 V/um
Catalan constant G: 0.915966
kappa = 4G/pi^2: 0.37123
kappa from Poisson grid: 0.37071
contact enhancement kappa*a: 53.74 V/um
junction field, grid: 72.38 V/um
junction field, a/2: 72.38 V/um
balanced mean field F0: 196.26 V/um
balanced voltage, formula: 7850.4 V
balanced voltage, grid: 7853.4 V
mean-field slope: 1.8095 V/um^2
mean-field drop over L, grid: 72.38 V/um
mean field at far contact: 123.88 V/um
smallest vertical field, grid: 70.29 V/um
MAIN loss, formula: 1447.6 V = 1.4476 kV
loss, grid: 1447.6 V
imbalanced voltage, formula: 6402.8 V
loss / balanced voltage: 18.44 %
peak (x,y), donor excess: 0.0, 0.0 um
peak (x,y), acceptor excess: 2.0, 40.0 um
grid loss at L = 20 um: 361.9 V
grid loss at L = 40 um: 1447.6 V
grid loss at L = 60 um: 3257.1 V
fitted length exponent, grid: 2.0000
one-sided correction, formula: 53.74 V
one-sided correction / loss: 3.71 %
grid loss, donors added only: 1501.3 V
grid loss, acceptors removed only: 1393.9 V
largest delta for depletion at L: 0.0985
largest L for depletion at delta: 78.8 um
ionization power n: 7
small imbalance for ionization test: 0.010
ionization loss there, numerical: 10.663 V
ionization loss there, formula: 10.678 V
fixed-peak loss there: 289.5 V
ionization length exponent: 2.9985
ionization loss at main delta, numerical: 258.2 V
ionization loss at main delta, formula: 266.9 V
```
